# Resonance Position and Width from the Box-Averaged Density of States

## What a plateau does not tell

Put a system that has a resonance into a box with a hard wall at radius \(L\), and plot its energy levels against \(L\). Most levels fall steadily as the box grows. Near the resonance energy each level in turn flattens into a plateau, then falls again while the next level takes its place. The naive scheme reads the resonance energy off a plateau and guesses the width from its shape.

The trouble is that a plateau is not flat. In the model treated below the resonance is 0.013 hartree wide, and the levels cross its centre with slopes near 0.008 hartree/bohr. At that rate, a change of 1 bohr in the chosen \(L\) moves the reading by more than half the width. A level read at an arbitrarily chosen \(L\) is therefore uncertain on the scale of the width, and by itself it says nothing about the width. The information lies in the slope of the level, as (1) below shows.

A histogram of levels in one box does no better. If the slow background phase is neglected, neighbouring levels away from the resonance are about \(\pi k/L\) apart, where \(k\) is the wave number. For \(k=1.29\) per bohr and \(L=16\) bohr this is 0.25 hartree, about twenty times the width. Making the spacing equal to the width would take \(L\approx\pi k/\Gamma\approx310\) bohr, and resolving the profile would take more. Broadening the levels in energy would fill the gaps, but it would also broaden the resonance.

One remedy is an average that fills the gaps without mixing energies. Averaging the density of states over \(L\) at fixed \(E\) does this. To see what it measures, one must know how fast the levels move.

## How the wall moves a level

Hartree atomic units are used. Take one s-wave channel with a real potential that vanishes beyond \(r=b\), and let \(L>b\). An s-wave shape resonance of one electron in a local mean field with a barrier has this form once the field is cut off. The radial function obeys

\[
-\tfrac12u''+V(r)u=Eu,\qquad u(0)=0 .
\]

Outside the potential, normalise it to unit amplitude:

\[
u(r)=\sin[kr+\delta(E)],\qquad k=\sqrt{2E}.
\]

The wall requires \(u(L)=0\). With \(\theta(E,L)=kL+\delta(E)\), the levels are therefore the solutions of \(\theta=n\pi\), with \(n\) an integer.

A prime on \(\delta\) denotes \(d/dE\). Differentiating \(k^2=2E\) gives \(dk/dE=1/k\), so

\[
\frac{\partial\theta}{\partial E}=\delta'+\frac Lk,\qquad \frac{\partial\theta}{\partial L}=k .
\]

Along one level \(\theta\) stays at \(n\pi\). Hence \(k\,dL+(\delta'+L/k)\,dE=0\), and

\[
\frac{dE_j}{dL}=-\frac{k}{\delta'+L/k}. \tag{1}
\]

The sign of the denominator matters, because \(\delta'\) can be negative. Let \(v=\partial u/\partial E\). Differentiating the radial equation with respect to \(E\) gives

\[
-\tfrac12v''+Vv=Ev+u .
\]

Multiply this by \(u\), and subtract \(v\) times the original equation. The terms in \(V\) and \(E\) cancel, which leaves

\[
u^2=-\tfrac12(uv''-vu'')=-\tfrac12\frac{d}{dr}(uv'-vu').
\]

Integrate from 0 to \(L\). At the origin \(u=v=0\), and at the wall \(u=0\), so only \(\tfrac12v(L)u'(L)\) survives. There \(v=\cos\theta\,\partial\theta/\partial E\) and \(u'=k\cos\theta\), with \(\cos^2\theta=1\). Thus

\[
\int_0^Lu^2\,dr=\frac k2\,\frac{\partial\theta}{\partial E}>0 .
\]

Every level falls with \(L\), and it crosses a given energy at most once.

Two limits of (1) show its content. Without a potential \(\delta'=0\), and the slope is \(-k^2/L=-2E/L\), as follows directly from \(E_n=n^2\pi^2/(2L^2)\). When \(\delta'\gg L/k\), the slope is about \(-k/\delta'\): this is the plateau. The integral gives the reason. An electron held inside the barrier has a large inner norm compared with its outer amplitude, and so feels the wall weakly. In a very large box \(L/k\) dominates and the plateaus fade, although \(\delta'\) is unchanged. A method that relies on seeing plateaus fails there; one that measures the slopes need not.

## Turning slopes into a density

Choose a weight \(w(L)\) on \([L_1,L_2]\) with unit integral, and define

\[
\rho_w(E)=\sum_j\int w(L)\,\delta\big(E-E_j(L)\big)\,dL .
\]

In this line \(\delta(\cdot)\) is the delta function, not the phase shift. Since each level crosses \(E\) at most once, the change of variable from \(L\) to \(E_j\) gives

\[
\rho_w(E)=\sum_j\frac{w(L_j)}{|dE_j/dL|}\,,\qquad E_j(L_j)=E. \tag{2}
\]

The simplest average has \(w=1/\Delta L\), where \(\Delta L=L_2-L_1\). Equation (2) needs eigenvalues and their slopes, but no wave functions and no phase shifts. For a hard wall and one s-wave channel it is not the only route: (1) solved for \(\delta'\) gives \(\delta'=k/|dE_j/dL|-L_j/k\) from a single crossing. The sum (2) is studied here because it can be formed for any stabilisation parameter, also where no analogue of (1) is at hand.

To find what the sum represents, write the level density at fixed \(L\) in terms of \(\theta\). Because \(\partial\theta/\partial E>0\) at each level,

\[
\sum_j\delta(E-E_j)=\Big(\delta'+\frac Lk\Big)\sum_n\delta(\theta-n\pi).
\]

The last sum has period \(\pi\) in \(\theta\). Its Fourier series, which is the Poisson summation formula, is

\[
\sum_n\delta(\theta-n\pi)=\frac1\pi\Big[1+2\sum_{q=1}^{\infty}\cos2q\theta\Big].
\]

Multiply by \(w\) and integrate over \(L\). With \(\bar L=\int wL\,dL\),

\[
\rho_w=\frac1\pi\Big(\delta'+\frac{\bar L}{k}\Big)+R_w, \tag{3}
\]

\[
R_w=\frac2\pi\sum_{q\ge1}\int w(L)\Big(\delta'+\frac Lk\Big)\cos[2q(kL+\delta)]\,dL .
\]

The first term contains \(\delta'\) at the energy \(E\) itself, with no convolution over energy. The term \(\bar L/(\pi k)\) is the density of a free particle in a box of the mean size, and it can be subtracted. The remainder \(R_w\) is the price of a finite window.

## What goes wrong with sharp ends

For the uniform weight the integral of the first harmonics can be done at once. Put \(s=L-\bar L\) and \(x=qk\Delta L\). Then

\[
\frac1{\Delta L}\int_{-\Delta L/2}^{\Delta L/2}\cos(2qks)\,ds=\frac{\sin x}{x}.
\]

This falls slowly with \(\Delta L\), and the harmonics add up to jumps. The reason is a matter of counting. Crossings at fixed \(E\) lie \(\pi/k\) apart, so the window holds \(k\Delta L/\pi\) of them on average, but the actual number is an integer. When one crossing enters or leaves, \(\rho_w\) changes by a fraction of about \(\pi/(k\Delta L)\). Across a resonance \(\theta\) rises by about \(\pi\), so the crossings shift by about one spacing and such jumps fall inside the profile.

A window of a whole number of half-wavelengths makes \(\sin x=0\), but only at isolated energies. A weight that goes smoothly to zero at both ends works over a range. One such weight is

\[
w=\frac{2}{\Delta L}\sin^2\frac{\pi(L-L_1)}{\Delta L}
=\frac1{\Delta L}\Big[1+\cos\frac{2\pi s}{\Delta L}\Big].
\]

The second form follows from \(2\sin^2y=1-\cos2y\) and \(L-L_1=s+\Delta L/2\). The first term again gives \(\sin x/x\). The second gives

\[
\frac12\Big[\frac{\sin(x+\pi)}{x+\pi}+\frac{\sin(x-\pi)}{x-\pi}\Big]
=-\frac{x\sin x}{x^2-\pi^2}.
\]

Adding the two,

\[
W(x)=\sin x\,\frac{(x^2-\pi^2)-x^2}{x(x^2-\pi^2)}
=\frac{\sin x}{x\,(1-x^2/\pi^2)} . \tag{4}
\]

For large \(x\) this falls as \(x^{-3}\) instead of \(x^{-1}\). The part of the remainder proportional to \(\delta'+\bar L/k\) has relative size \(2W\cos2q(k\bar L+\delta)\) for each \(q\). The variation of \(L\) about \(\bar L\) adds a further term, in which the factor \(\delta'+\bar L/k\) is replaced by \(s/k\), of order \(\Delta L/(2k)\) at the ends of the window. It is small beside the first near the centre of a narrow resonance, but comparable with it in the wings.

## Why the profile is a Lorentzian of known area

A resonance is a pole of \(S=e^{2i\delta}\) at \(E_p=E_r-i\Gamma/2\). With time factor \(e^{-iEt}\), the probability then decays as \(e^{-\Gamma t}\). For a real potential \(\delta\) is real on the real axis, so \(S(E)\,[S(E^*)]^*=1\) there. Both sides are analytic in \(E\), so the relation holds off the axis too, and the pole is accompanied by a zero at \(E_p^*\). Separate both:

\[
S(E)=e^{2i\delta_{\rm bg}(E)}\,\frac{E-E_p^*}{E-E_p}.
\]

For real \(E\) the fraction has modulus one, as \(S\) does, so \(\delta_{\rm bg}\) is real. It varies slowly if no other pole and no threshold is near. Take the logarithm, differentiate, and set \(\epsilon=E-E_r\):

\[
2i\delta'=2i\delta_{\rm bg}'+\frac1{\epsilon-i\Gamma/2}-\frac1{\epsilon+i\Gamma/2}
=2i\delta_{\rm bg}'+\frac{i\Gamma}{\epsilon^2+\Gamma^2/4}.
\]

Division by \(2i\) gives

\[
\delta'=\frac{\Gamma/2}{\epsilon^2+\Gamma^2/4}+\delta_{\rm bg}'. \tag{5}
\]

The Lorentzian has height \(2/\Gamma\) and integral \(\pi\) over all \(\epsilon\). In \(\delta'/\pi\) it has area one: the resonance adds one state, spread over the width \(\Gamma\). The area can therefore be left free in a fit, as a check on whether one isolated resonance has been captured.

## The scheme

1. Diagonalise the Hamiltonian on a grid of \(L\), and interpolate each level \(E_j(L)\) with a cubic spline.
2. For each \(E\), find the crossings by bisection. This is safe as long as the interpolated levels are monotonic, as the exact ones are; a grid too coarse for a sharp corner can make the spline overshoot and produce false crossings. Sum the weighted inverse slopes by (2).
3. Subtract \(\bar L/(\pi k)\). The maximum of the result gives a first position, and its height \(h\) a first width \(2/(\pi h)\).
4. Over eight such widths on either side, fit a Lorentzian of free position, width and area plus a linear background.

The interpolation here runs in \(L\), the variable of the grid. Its accuracy is tested below against (1).

## A barrier with a known pole

Take \(V=0\) for \(r<a\), \(V=V_0\) for \(a<r<b\), and zero beyond, with round parameters \(a=2\) bohr, \(b=3\) bohr and \(V_0=3\) hartree. This is a model, not a named atom.

Inside, \(u=\sin kr\) up to a factor. In the barrier \(u''=\kappa^2u\) with \(\kappa=\sqrt{2(V_0-E)}\). Continuing \(u\) and \(u'\) from \(a\) over the thickness \(d=b-a\) gives

\[
u(b)=\sin ka\cosh\kappa d+\frac k\kappa\cos ka\sinh\kappa d,
\]

\[
u'(b)=\kappa\sin ka\sinh\kappa d+k\cos ka\cosh\kappa d .
\]

A decaying state has only an outgoing wave \(e^{ikr}\) outside, so \(u'(b)=ik\,u(b)\), with \(\operatorname{Im}k<0\). Newton iteration in the complex plane gives \(E_r=0.832389\) hartree and \(\Gamma=0.013054\) hartree. An independent calculation rotates the outer coordinate into the complex plane, \(r\to b+(r-b)e^{i\alpha}\), where the outgoing wave decays and the pole becomes an ordinary eigenvalue. The two agree to \(3\times10^{-13}\) hartree.

The box levels come from a diagonalisation in polynomial elements whose borders lie at \(a\) and \(b\), where the potential jumps. It uses no phase shift. There are 1001 boxes, from 6 to 26 bohr. The slopes of the interpolated levels satisfy (1) to a relative \(1.4\times10^{-5}\) over the fit range, leaving out crossings within 0.5 bohr of the ends.

### One energy by hand

At the fitted position \(k=1.29026\) per bohr and \(\delta'=151.253\) per hartree. At the crossing \(L=15.967\) bohr, equation (1) gives

\[
\Big|\frac{dE}{dL}\Big|=\frac{1.29026}{151.253+15.967/1.29026}
=\frac{1.29026}{163.628}=0.007885
\]

hartree/bohr, the slope found from the levels. The weight there is 0.099997 per bohr, so this crossing contributes \(0.099997/0.007885=12.68\) per hartree. The nine crossings in the window, one half-wavelength of 2.435 bohr apart, together give

\[
\rho_w=52.046\ \text{per hartree}.
\]

The smooth law (3) predicts

\[
\frac1\pi\Big(151.253+\frac{16}{1.29026}\Big)=\frac{163.654}{\pi}=52.093
\]

per hartree. The difference is \(-0.047\), or \(-0.09\%\), and the remainder accounts for it. The window holds 8.214 half-wavelengths, so for \(q=1\) one has \(x=8.214\pi=25.80\) and \(\sin x=0.623\). Equation (4) gives

\[
2W=\frac{2(0.623)}{25.80\,(1-67.47)}=-7.3\times10^{-4}.
\]

Since a crossing lies close to \(\bar L=16\) bohr, the cosine is nearly one, and this harmonic contributes \(-0.038\) per hartree. The second contributes \(-0.007\) in the same way, and higher ones most of the rest.

With the uniform weight the same nine slopes give \(\sum_j|dE_j/dL|^{-1}/20=57.1\) per hartree, which is 9.6% too high. This is the counting error: \(9/8.214=1.096\).

Over the whole fit range the largest relative deviation from the smooth law is 0.10% for the \(\sin^2\) weight and 10.7% for the uniform one. A shorter window, 8 to 14 bohr, makes the remainder visible even with the \(\sin^2\) weight. The smooth law then misses by up to 4.9% of the peak; with four harmonics of \(R_w\) included, the misfit is 0.04%.

### Position and width

Subtracting the free term from the density leaves \(52.046-3.947=48.098\) per hartree, and hence a first width

\[
\frac{2}{\pi(48.098)}=0.01324\ \text{hartree}.
\]

This is 1.4% too large, mainly because the background is negative. From (5), \(\delta'_{\rm bg}=151.253-2/0.0130543=-1.95\) per hartree, which lowers the peak by 1.3%. The energy scan itself gives 0.01328 hartree, since its nearest grid point, 0.8320 hartree, lies slightly off the maximum.

The fit removes this bias. Its results are

\[
E_r=0.83239\ \text{hartree}=22.650\ \text{eV},
\]

\[
\Gamma=0.01307\ \text{hartree}=0.3557\ \text{eV},
\]

with area 1.0005. The width is 0.13% above that of the pole. The position differs from the pole by only about \(10^{-5}\) of the width. That is much closer than a remainder of order \(10^{-3}\) entitles one to expect, and should not be taken as the accuracy of the method. With the window cut to 6 to 16 bohr the position error is \(7\times10^{-4}\) of the width, and the width is 0.44% too large.

The uniform weight on the full window gives a width of 0.01179 hartree, 9.7% too small, and an area of 0.958. Its position is within 0.4% of the width, but this is an accident of the window: the outermost crossings lie 0.23 and 0.29 bohr from the two ends, so the jumps fall almost symmetrically about the centre. The fitted Lorentzian is too high and too narrow, in keeping with the surplus crossing at the centre. How the error divides between width and area presumably depends on where the jumps fall, and so on the window.

The fitted background of \(-0.625\) per hartree, times \(\pi\), is \(-1.96\), close to the \(-1.95\) found above. Over the fit range \(\delta'_{\rm bg}\) runs from \(-2.10\) to \(-1.83\) per hartree, a change of 0.27 against a peak of 153. The assumption of a smooth background holds well here. A hard sphere of radius \(b\) has \(\delta=-kb\) and \(\delta'=-b/k=-2.3\) per hartree, of the same sign and size: the barrier keeps the outer wave out of the inner region.

## Where the scheme stops working

The window must hold several half-wavelengths. Near a threshold \(k\to0\), the half-wavelength \(\pi/k\) grows without limit, and any fixed window becomes too short. The background phase can also vary rapidly there, so that a Lorentzian no longer describes the profile.

Two resonances closer than their widths put two pole factors into \(S\). Equation (3) still holds, but \(\delta'\) then contains two Lorentzians, and a fit with one has no reason to return either pole. An area well away from one is a warning; an area near one does not by itself prove the fit right.

A very narrow resonance makes the levels turn sharply between plateau and slope. The grid in \(L\) must resolve these corners, or the inverse slopes will be wrong where they matter most.

If the potential has a tail that reaches the wall, as the Coulomb field of an ion does, the outer phase is not \(kL+\delta\), and the free term is only approximate. The centrifugal term \(l(l+1)/(2r^2)\) is such a tail, and most shape resonances of atoms and molecules have \(l>0\). For large \(kL\) the outer phase is then \(kL-l\pi/2+l(l+1)/(2kL)+\delta\). Equation (1) acquires a relative correction of about \(l(l+1)/(2k^2L^2)\), and the free term is lowered by about \(l(l+1)/(2\pi k^3)\) times the mean of \(1/L\). The fitted background can take up the difference where that is nearly linear in energy over the fit range. In a many-electron calculation a scale parameter of the basis may take the place of \(L\). The sum (2) can still be formed, but its link to \(\delta'\) has been derived here for a hard wall and one open channel. With another parameter the smooth part is not known beforehand and has to be fitted, and the stability of the result under a change of window and basis must be checked. With several open channels one phase no longer fixes the levels, and the derivation must be extended before the fitted width can be read as a total decay width.

The crossings and fits quoted here are listed in the numerical output that follows.

## Calculated quantities

```
inner radius a = 2.0 bohr, outer radius b = 3.0 bohr
barrier height V0 = 3.0 hartree
wall L from 6.0 to 26.0 bohr, 1001 boxes, step 0.020 bohr
pole position = 0.8323889 hartree
pole width = 0.0130543 hartree
pole minus complex scaling, modulus = 2.8e-13 hartree
scan peak energy = 0.8320 hartree
width from peak height = 0.013283 hartree
fit range = 0.7257 to 0.9383 hartree
fitted position = 0.8323890 hartree
fitted width = 0.0130713 hartree
fitted area = 1.00047 (dimensionless)
fitted background = -0.6253 per hartree
position error / pole width = 8.33e-06
relative width error = 1.30e-03
fitted position = 22.6505 eV
fitted width = 0.35569 eV
at fitted position: k = 1.29026 per bohr, half-wavelength = 2.4348 bohr
half-wavelengths in window = 8.214
phase slope there = 151.253 per hartree
crossings: L (bohr), |dE/dL| (hartree/bohr), w (1/bohr), w/|dE/dL| (1/hartree)
    6.2275  0.008267  0.000128  0.0154
    8.6624  0.008168  0.016493  2.0193
   11.0972  0.008072  0.051527  6.3837
   13.5320  0.007977  0.085709  10.7441
   15.9669  0.007885  0.099997  12.6814
   18.4017  0.007795  0.086430  11.0872
   20.8366  0.007708  0.052566  6.8200
   23.2714  0.007622  0.017272  2.2662
   25.7063  0.007538  0.000213  0.0282
sum of contributions = 52.0456 per hartree
free term Lmean/(pi k) = 3.9472 per hartree
largest relative slope-law error = 1.4e-05
largest relative deviation, sin^2 weight = 1.03e-03
largest relative deviation, uniform weight = 1.07e-01
short window 8 to 14 bohr, misfit/peak: 4.94e-02 without remainder, 3.56e-04 with it
background phase slope range = -2.101 to -1.831 per hartree
sin^2, L 6 to 16 bohr: position 0.832380 hartree, width 0.013112 hartree, area 1.0009
uniform, L 6 to 26 bohr: position 0.832342 hartree, width 0.011787 hartree, area 0.9584
```
